**Band representation of honeycomb pz orbitals: doublet at K and mirror Chern numbers**

The program tests that pz orbitals on honeycomb sites induce an irreducible doublet at K without spin, and that a gap in the spinful bands leaves two pieces whose mirror Chern numbers are not multiples of 3. Here `t` and `t3` are first- and third-neighbour hoppings, `lam` is the spin-orbit hopping, `C` is the Chern number of a spin-up band, and `theta` and `eta` are orbital C3 and C2 eigenvalues. It asserts that the induced characters agree with traces of permutation matrices on a finite torus. For 20 random symmetric spinless models it asserts the touching at K and an isotropic linear cone; the largest splitting found at K is 2.7e-15. For random spin-up models with a sufficient gap (24 of 40), it asserts that `C` from a lattice sum of Berry flux obeys the formulas in `theta` and `eta` and is not a multiple of 3. In the worked example the lower spin-up band has `C` = +1 for `t3` = 0 and `C` = -2 for `t3` = 0.04 hartree, with opposite values for spin down. The gap at K is 0.05196 hartree in both cases.

## Numerical verification

```python
"""
Result under test: pz orbitals on the honeycomb sites induce a two-band
representation with an irreducible doublet at K (a Dirac point without spin).
With spin, and with the horizontal mirror kept, a gap splits the four bands into
two pieces whose mirror Chern numbers are never multiples of three.

Symbols: positions are integer pairs in units of (a1/3, a2/3), with the origin at
a hexagon centre; kappa holds k in units of the reciprocal vectors (b1, b2);
t, t3 are first and third neighbour hoppings, lam the spin-orbit hopping between
second neighbours; C is the Chern number of one spin-up band (spin-up is one
eigenspace of the horizontal mirror); theta and eta are orbital C3 and C2
eigenvalues of a band state.
"""
import numpy as np
from scipy.constants import physical_constants

rng = np.random.default_rng(7)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
VELOCITY_SI = physical_constants["atomic unit of velocity"][0]

ROT6 = np.array([[0, -1], [1, 1]])
MIRROR_Y = np.array([[1, 1], [0, -1]])          # y -> -y, keeps K
TAU = np.array([[1, 1], [2, 2]])                # sublattices A and B
POINT_OPS = [(n, m, np.linalg.matrix_power(ROT6, n)
              @ np.linalg.matrix_power(MIRROR_Y, m))
             for n in range(6) for m in range(2)]
C3 = ROT6 @ ROT6
C2 = C3 @ ROT6
GAMMA = np.array([0.0, 0.0])
K = np.array([2 / 3, 1 / 3])
KPRIME = np.array([1 / 3, 2 / 3])
M_POINTS = [np.array(p) for p in ([0.5, 0.0], [0.0, 0.5], [0.5, 0.5])]


def sublattice(position):
    return int(position[0] % 3) - 1


def reciprocal_shift(g, kappa):
    """g k - k in reciprocal units, or None if g is not in the little group."""
    shift = np.linalg.inv(g).T @ kappa - kappa
    return np.rint(shift) if np.allclose(shift, np.rint(shift)) else None


def induced_matrix(g, kappa):
    """Induced representation for operations that do not reverse z."""
    shift = reciprocal_shift(g, kappa)
    D = np.zeros((2, 2), complex)
    for s in range(2):
        image = sublattice(g @ TAU[s])
        D[image, s] = np.exp(2j * np.pi * shift @ TAU[image] / 3)
    return D


# ---------- characters counted on a finite torus of 6 x 6 cells ----------
CELLS = [np.array([i, j]) for i in range(6) for j in range(6)]


def permutation(g, translation, origins):
    sites = [tuple((o + 3 * c) % 18) for o in origins for c in CELLS]
    index = {site: i for i, site in enumerate(sites)}
    P = np.zeros((len(sites), len(sites)))
    for site, i in index.items():
        P[index[tuple((g @ np.array(site) + 3 * translation) % 18)], i] = 1
    return P


def bloch_projector(kappa, origins):
    one = np.eye(2, dtype=int)
    return sum(np.exp(2j * np.pi * kappa @ R) * permutation(one, R, origins)
               for R in CELLS) / len(CELLS)


def spin_matrix(n, m, h):
    """Spin part of (rotation by n*60 deg)(mirror y)^m(mirror z)^h."""
    sy = np.array([[0, -1j], [1j, 0]])
    sz = np.diag([1.0, -1.0])
    rotation = np.diag(np.exp(np.array([-1j, 1j]) * n * np.pi / 6))
    return (rotation @ np.linalg.matrix_power(-1j * sy, m)
            @ np.linalg.matrix_power(-1j * sz, h))


norm_spinless, norm_spinful = {}, {}
zero = np.array([0, 0])
for name, kappa in (("Gamma", GAMMA), ("K", K), ("M", M_POINTS[0])):
    projector = bloch_projector(kappa, TAU)
    spinless, spinful = [], []
    for n, m, g in POINT_OPS:
        if reciprocal_shift(g, kappa) is None:
            continue
        counted = np.trace(projector @ permutation(g, zero, TAU))
        assert abs(counted - np.trace(induced_matrix(g, kappa))) < 1e-10
        for h in range(2):
            chi = counted * (-1) ** h           # pz is odd under z -> -z
            spinless.append(abs(chi) ** 2)
            spinful.append(abs(chi * np.trace(spin_matrix(n, m, h))) ** 2)
    norm_spinless[name] = np.mean(spinless)
    norm_spinful[name] = np.mean(spinful)
assert abs(norm_spinless["K"] - 1) < 1e-10
assert abs(norm_spinless["Gamma"] - 2) < 1e-10
assert abs(norm_spinless["M"] - 2) < 1e-10
assert abs(norm_spinful["K"] - 2) < 1e-10
K_projector = bloch_projector(K, TAU)
chi_K_C3 = np.trace(K_projector @ permutation(C3, zero, TAU)).real
chi_K_mirror = np.trace(K_projector @ permutation(MIRROR_Y, zero, TAU)).real

# An orbital at the hexagon centre has the same C3 label at Gamma and K.
centre = np.array([[0, 0]])
centre_C3 = [np.trace(bloch_projector(p, centre)
                      @ permutation(C3, zero, centre)) for p in (GAMMA, K)]
assert abs(centre_C3[0] - centre_C3[1]) < 1e-10

# The horizontal mirror on pz spinors removes every spin-mixing element.
mirror_z = np.kron(-spin_matrix(0, 0, 1), np.eye(2))
raw4 = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
raw4 = raw4 + raw4.conj().T
even4 = (raw4 + mirror_z @ raw4 @ mirror_z.conj().T) / 2
assert np.abs(even4[:2, 2:]).max() < 1e-12 < np.abs(raw4[:2, 2:]).max()


# ---------- Hamiltonians from hopping tables ----------
def length2(d):
    return d[0] ** 2 + d[0] * d[1] + d[1] ** 2   # in units of a^2/9


HOPS = []
for s in range(2):
    for dx in range(-5, 6):
        for dy in range(-5, 6):
            end = (TAU[s] + np.array([dx, dy])) % 3
            if end[0] == end[1] != 0 and length2((dx, dy)) <= 21:
                HOPS.append((s, dx, dy))


def symmetrize(raw, spin_up):
    """Group average; for spin-up the mirrors act together with time reversal."""
    average = dict.fromkeys(HOPS, 0j)
    for (s, dx, dy), value in raw.items():
        for n, m, g in POINT_OPS:
            d = g @ np.array([dx, dy])
            key = (sublattice(g @ TAU[s]), int(d[0]), int(d[1]))
            average[key] += (np.conj(value) if spin_up and m else value) / 12
    result = {}
    for s, dx, dy in HOPS:
        end = sublattice(TAU[s] + np.array([dx, dy]))
        result[s, dx, dy] = (average[s, dx, dy]
                             + np.conj(average[end, -dx, -dy])) / 2
    return result


def bloch(hops, kappa):
    kappa = np.asarray(kappa, float)
    H = np.zeros(kappa.shape[:-1] + (2, 2), complex)
    for (s, dx, dy), value in hops.items():
        if value != 0:
            end = sublattice(TAU[s] + np.array([dx, dy]))
            phase = kappa[..., 0] * dx + kappa[..., 1] * dy
            H[..., end, s] += value * np.exp(-2j * np.pi * phase / 3)
    return H


def chern_numbers(hops, mesh):
    """Lattice Berry flux of both bands, smallest gap, largest splitting."""
    x = np.arange(mesh) / mesh
    kappa = np.stack(np.meshgrid(x, x, indexing="ij"), axis=-1)
    energy, vectors = np.linalg.eigh(bloch(hops, kappa))
    vectors = vectors * np.exp(2j * np.pi * (kappa @ TAU.T) / 3)[..., None]
    numbers = []
    for band in range(2):
        u = vectors[..., band]
        u1, u2 = np.roll(u, -1, axis=0), np.roll(u, -1, axis=1)
        u12 = np.roll(u1, -1, axis=1)
        loop = 1
        for left, right in ((u, u1), (u1, u12), (u12, u2), (u2, u)):
            loop = loop * np.sum(left.conj() * right, axis=-1)
        total = -np.angle(loop).sum() / (2 * np.pi)
        assert abs(total - round(total)) < 1e-6
        numbers.append(int(round(total)))
    split = energy[..., 1] - energy[..., 0]
    return numbers, split.min(), split.max()


def label(hops, g, kappa, band=0):
    vector = np.linalg.eigh(bloch(hops, kappa))[1][:, band]
    value = vector.conj() @ induced_matrix(g, kappa) @ vector
    assert abs(abs(value) - 1) < 1e-7
    return value


def splitting(hops, kappa):
    e = np.linalg.eigvalsh(bloch(hops, kappa))
    return e[1] - e[0]


def cone_slopes(hops, a=1.0, q=1e-5):
    """Half splitting divided by |q| around K in several directions."""
    slopes = []
    for angle in np.linspace(0, 2 * np.pi, 7, endpoint=False):
        qx, qy = q * np.cos(angle), q * np.sin(angle)
        step = np.array([qx, qx / 2 + np.sqrt(3) * qy / 2]) * a / (2 * np.pi)
        slopes.append(splitting(hops, K + step) / (2 * q))
    return np.array(slopes)


# Generic spinless Hamiltonians: touching and isotropic cone at K.
largest_K_splitting = 0.0
for trial in range(20):
    hops = symmetrize({key: rng.normal() for key in HOPS}, False)
    largest_K_splitting = max(largest_K_splitting, splitting(hops, K))
    slopes = cone_slopes(hops)
    assert np.ptp(slopes) < 1e-3 and slopes.min() > 1e-3
    assert splitting(hops, GAMMA) > 1e-6 and splitting(hops, M_POINTS[0]) > 1e-6
assert largest_K_splitting < 1e-11
hops[0, 0, 0] += 0.1                             # control: A and B made unequal
assert abs(splitting(hops, K) - 0.1) < 1e-10

# Generic spin-up Hamiltonians: Chern number against symmetry eigenvalues.
found = []
for trial in range(40):
    raw = {key: (rng.normal() + 1j * rng.normal())
           * np.exp(-np.sqrt(length2(key[1:])) / 3) for key in HOPS}
    hops = symmetrize(raw, True)
    (C_low, C_high), gap, width = chern_numbers(hops, 96)
    if gap < 0.08 * width:                       # flux too sharp for this mesh
        continue
    thetas = np.prod([label(hops, C3, p) for p in (GAMMA, K, KPRIME)])
    etas = np.prod([label(hops, C2, p) for p in [GAMMA] + M_POINTS])
    assert abs(np.exp(2j * np.pi * C_low / 3) - thetas) < 1e-6
    assert abs((-1) ** C_low - etas) < 1e-6
    assert C_low % 3 != 0 and C_high == -C_low
    found.append(C_low)
assert len(found) >= 8


# ---------- worked example ----------
def model(t, t3, lam):
    hops = dict.fromkeys(HOPS, 0j)
    for s, dx, dy in HOPS:
        size = length2((dx, dy))
        if size == 3:
            hops[s, dx, dy] = -t
        elif size == 12:
            hops[s, dx, dy] = -t3
        elif size == 9:
            for n in range(6):
                d = np.linalg.matrix_power(ROT6, n) @ np.array([3, 0])
                if tuple(d) == (dx, dy):
                    hops[s, dx, dy] = 1j * lam * (-1) ** (n + s)
    averaged = symmetrize(hops, True)
    assert max(abs(averaged[key] - hops[key]) for key in HOPS) < 1e-12
    return hops


a, t, lam = 5.0, 0.1, 0.005
print(f"character norm without spin at Gamma: {norm_spinless['Gamma']:.3f}")
print(f"character norm without spin at K: {norm_spinless['K']:.3f}")
print(f"character norm without spin at M: {norm_spinless['M']:.3f}")
print(f"character norm with spin at K: {norm_spinful['K']:.3f}")
print(f"character at K of C3: {chi_K_C3:.3f}")
print(f"character at K of the vertical mirror: {abs(chi_K_mirror):.3f}")
phases = np.degrees(np.angle(np.diag(induced_matrix(C3, K))))
print(f"C3 phases at K on A, B: {phases[0]:.1f}, {phases[1]:.1f} degrees")
print(f"largest K splitting, 20 random spinless models: {largest_K_splitting:.1e}")
print(f"random gapped spin-up models tested: {len(found)} of 40")
for value in sorted(set(found)):
    print(f"  lower-band C = {value:+d}: {found.count(value)} models")
print(f"lattice constant a = {a:.1f} bohr")
print(f"hopping t = {t:.3f} hartree, spin-orbit lam = {lam:.3f} hartree")

for t3 in (0.0, 0.04):
    print(f"--- third-neighbour hopping t3 = {t3:.3f} hartree ---")
    slopes = cone_slopes(model(t, t3, 0.0), a)
    formula = np.sqrt(3) / 2 * a * abs(t - 2 * t3)
    assert np.allclose(slopes, formula, rtol=1e-3)
    speed = slopes.mean()
    print(f"Dirac velocity: {speed:.4f} a.u. = {speed * VELOCITY_SI:.3e} m/s")
    up = model(t, t3, lam)
    down = {key: np.conj(value) for key, value in up.items()}
    gap_K = splitting(up, K)
    assert abs(gap_K - 6 * np.sqrt(3) * lam) < 1e-10
    C_up, smallest, _ = chern_numbers(up, 120)
    C_down, _, _ = chern_numbers(down, 120)
    assert smallest > 1e-3
    assert C_up[0] == -C_down[0] and C_up[1] == -C_down[1]
    assert C_up[0] % 3 != 0 and C_up[1] % 3 != 0
    eta_gamma = label(up, C2, GAMMA).real
    eta_M = [label(up, C2, p).real for p in M_POINTS]
    assert np.ptp(eta_M) < 1e-6
    assert abs((-1) ** C_up[0] - eta_gamma * np.prod(eta_M)) < 1e-6
    print(f"gap at K: {gap_K:.5f} hartree = {gap_K * HARTREE_EV:.3f} eV")
    print(f"smallest direct gap on the 120 x 120 mesh: {smallest:.5f} hartree")
    print(f"splitting at Gamma: {splitting(up, GAMMA):.4f} hartree")
    print(f"splitting at M: {splitting(up, M_POINTS[0]):.4f} hartree")
    print(f"lower band C2 at Gamma, M: {eta_gamma:+.0f}, {eta_M[0]:+.0f}")
    for band, piece in ((0, "lower"), (1, "upper")):
        full_up = label(up, C3, K, band) * np.exp(-1j * np.pi / 3)
        full_down = label(down, C3, K, band) * np.exp(1j * np.pi / 3)
        cosines = (full_up.real, full_down.real)
        assert abs(cosines[0] - cosines[1]) < 1e-7
        # cos(120 deg * j) is -1 for j = 3/2 and +1/2 for j = 1/2
        j = np.degrees(np.arccos(np.clip(cosines[0], -1, 1))) / 120
        assert abs(j - (1.5 if band == 0 else 0.5)) < 1e-4
        print(f"{piece} piece: |j| at K = {j:.1f}, "
              f"C up = {C_up[band]:+d}, C down = {C_down[band]:+d}")

print("finished without a failed check")
```

Running it gives:

```
character norm without spin at Gamma: 2.000
character norm without spin at K: 1.000
character norm without spin at M: 2.000
character norm with spin at K: 2.000
character at K of C3: -1.000
character at K of the vertical mirror: 0.000
C3 phases at K on A, B: -120.0, 120.0 degrees
largest K splitting, 20 random spinless models: 2.7e-15
random gapped spin-up models tested: 24 of 40
  lower-band C = -2: 3 models
  lower-band C = -1: 9 models
  lower-band C = +1: 8 models
  lower-band C = +2: 4 models
lattice constant a = 5.0 bohr
hopping t = 0.100 hartree, spin-orbit lam = 0.005 hartree
--- third-neighbour hopping t3 = 0.000 hartree ---
Dirac velocity: 0.4330 a.u. = 9.473e+05 m/s
gap at K: 0.05196 hartree = 1.414 eV
smallest direct gap on the 120 x 120 mesh: 0.05196 hartree
splitting at Gamma: 0.6000 hartree
splitting at M: 0.2000 hartree
lower band C2 at Gamma, M: +1, -1
lower piece: |j| at K = 1.5, C up = +1, C down = -1
upper piece: |j| at K = 0.5, C up = -1, C down = +1
--- third-neighbour hopping t3 = 0.040 hartree ---
Dirac velocity: 0.0866 a.u. = 1.895e+05 m/s
gap at K: 0.05196 hartree = 1.414 eV
smallest direct gap on the 120 x 120 mesh: 0.03764 hartree
splitting at Gamma: 0.8400 hartree
splitting at M: 0.0400 hartree
lower band C2 at Gamma, M: +1, +1
lower piece: |j| at K = 1.5, C up = -2, C down = +2
upper piece: |j| at K = 0.5, C up = +2, C down = -2
finished without a failed check
```
